# Fitting Circular Contact Resistances with Exponentially Scaled Bessel Functions

## Result and conventions

A metal disc of radius $a$ is separated by a bare ring from an outer metal plane that begins at radius $b$. Both lie on a conducting layer of sheet resistance $S$, and the metal–layer interface has resistivity $\rho$. With the transfer length $L=\sqrt{\rho/S}$, the resistance between disc and plane is

$$
R=\frac{S}{2\pi}B,\qquad
B=\ln\frac ba+\frac La P+\frac Lb Q, \tag{1}
$$

$$
P=\frac{I_0(a/L)}{I_1(a/L)},\qquad Q=\frac{K_0(b/L)}{K_1(b/L)} .
$$

Here $I_n$ and $K_n$ are modified Bessel functions. For large $a/L$ they overflow or underflow, although $P$ and $Q$ stay close to one. The cure is to form both quotients from exponentially scaled functions. Resistances measured at several gaps $d=b-a$ then give $S$ and $\rho$ through a search in one variable, $\ln L$.

The model assumes axial symmetry, an ohmic interface, metal at uniform potential, a layer thin compared with $L$, the same $S$ under the metal and in the gap, and an outer plane many transfer lengths wide. Lengths are in µm, $S$ is in Ω per square and $\rho$ is quoted in Ω cm². In the formulas $\rho$ must be in Ω µm², with 1 Ω cm² = $10^8$ Ω µm².

## Derivation of the resistance

Let $V(r)$ be the layer potential and $V_m$ the potential of the metal above it. The outward current in the layer is

$$
I(r)=-\frac{2\pi r}{S}\frac{dV}{dr}.
$$

A ring of width $dr$ receives the current $2\pi r\,dr\,(V_m-V)/\rho$ from the metal. Conservation therefore gives

$$
\frac{dI}{dr}=\frac{2\pi r}{\rho}(V_m-V)
\quad\Rightarrow\quad
\frac1r\frac{d}{dr}\!\left(r\frac{dV}{dr}\right)=\frac{V-V_m}{L^2}. \tag{2}
$$

This is the modified Bessel equation of order zero for $V-V_m$.

Under the disc, at potential $V_d$, the solution must be finite at $r=0$, so $V=V_d-C\,I_0(r/L)$. Since $I_0'=I_1$, the current leaving at the edge is

$$
I=\frac{2\pi a}{S}\frac CL I_1(a/L).
$$

Eliminating $C$ gives the voltage between disc and layer edge:

$$
V_d-V(a)=C\,I_0(a/L)=I\,\frac{S}{2\pi}\frac La P .
$$

In the gap no current enters or leaves, so $I(r)=I$. Integrating $dV=-IS\,dr/(2\pi r)$ gives

$$
V(a)-V(b)=I\,\frac{S}{2\pi}\ln\frac ba .
$$

Under the outer plane, at potential $V_o$, the solution must decay outwards, so $V=V_o+D\,K_0(r/L)$. Since $K_0'=-K_1$, the current entering at $b$ is $I=(2\pi b/S)(D/L)K_1(b/L)$, and

$$
V(b)-V_o=D\,K_0(b/L)=I\,\frac{S}{2\pi}\frac Lb Q .
$$

The sum of the three voltages, divided by $I$, is equation (1).

## Why scaling removes the overflow

Define

$$
\tilde I_n(x)=e^{-x}I_n(x),\qquad \tilde K_n(x)=e^{x}K_n(x).
$$

The exponential is common to numerator and denominator, hence $P=\tilde I_0/\tilde I_1$ and $Q=\tilde K_0/\tilde K_1$ without approximation. The standard integral representations show why the scaled functions are harmless:

$$
\tilde I_n(x)=\frac1\pi\int_0^\pi e^{-x(1-\cos\theta)}\cos n\theta\,d\theta,
$$

$$
\tilde K_n(x)=\int_0^\infty e^{-x(\cosh t-1)}\cosh nt\,dt .
$$

Neither contains a growing exponential of $x$, and at large $x$ both fall only as $x^{-1/2}$. The scaling must be inside the library function. Multiplying an already overflowed $I_0$ by $e^{-x}$ gives infinity times a tiny number or zero, and the information is gone.

With SciPy's double-precision functions `i0` and `i1`, the unscaled quotient $I_0/I_1$ was finite up to $x=709.78$, beyond which it is infinity over infinity. Other routines may reach slightly further, but $I_0$ itself exceeds the double-precision range at $x\approx714$. The quotient $K_0/K_1$ was finite up to $x=742.09$, where both functions have underflowed to zero. It loses accuracy earlier, because both functions become subnormal numbers just above $x\approx705$: its relative error is about $10^{-10}$ at $x=720$ and $7\times10^{-4}$ at $x=738$. The scaled quotients were tested against 30-digit arithmetic at nine arguments from $10^{-2}$ to $10^6$; the largest relative error was $6\times10^{-16}$.

## Two limits

**Large ratios.** The recurrences $I_0'=I_1$ and $I_1'=I_0-I_1/x$ give

$$
P'=\frac{I_0'}{I_1}-\frac{I_0I_1'}{I_1^2}
=1-P\left(P-\frac1x\right)=1-P^2+\frac Px. \tag{3}
$$

Similarly, $K_0'=-K_1$ and $K_1'=-K_0-K_1/y$ give

$$
Q'=-1+Q\left(Q+\frac1y\right)=-1+Q^2+\frac Qy. \tag{4}
$$

Insert $P=1+c_1/x+c_2/x^2+\dots$ into (3). The terms in $1/x$ require $0=-2c_1+1$, so $c_1=\tfrac12$. Those in $1/x^2$ require $-c_1=-c_1^2-2c_2+c_1$, so $c_2=\tfrac38$. The same procedure in (4) gives $-\tfrac12$ and $\tfrac38$. Thus

$$
P\simeq1+\frac1{2x}+\frac3{8x^2},\qquad
Q\simeq1-\frac1{2y}+\frac3{8y^2},
$$

and, with $x=a/L$ and $y=b/L$,

$$
B\simeq\ln\frac ba+L\left(\frac1a+\frac1b\right)
+\frac{L^2}{2}\left(\frac1{a^2}-\frac1{b^2}\right). \tag{5}
$$

To first order in $L$ the data contain $S$ and the product $SL$. The first comes from the growth of $R$ with gap, the second from what remains when the gap closes. The interface resistivity follows as $\rho=(SL)^2/S$, so a relative error in $SL$ is doubled in $\rho$.

**Small ratios.** When $a,b\ll L$, the power series give $P\simeq2/x+x/4$, while $K_0\simeq-\ln(y/2)-\gamma$ and $K_1\simeq1/y$, with $\gamma$ Euler's constant. Then $P/x\simeq2L^2/a^2+\tfrac14$ and $Q/y\simeq\ln(2L/b)-\gamma$. The logarithms combine, $b$ cancels, and

$$
R\simeq\frac{\rho}{\pi a^2}+\frac{S}{2\pi}\left[\ln\frac{2L}{a}-\gamma+\frac14\right].
$$

The first term is the interface resistance of the whole disc area. The gap has disappeared at this order, because current spreads a distance of order $L$ under the outer metal anyway. Varying $b$ in this regime barely separates $S$ from $\rho$.

## The one-variable fit

The derivative of $B$ needs no further Bessel functions. At fixed $a$, $d/d\ln L=-x\,d/dx$, so by (3)

$$
\frac{d}{d\ln L}\frac Px=-x\left(\frac{P'}x-\frac P{x^2}\right)=\frac Px-P'=P^2-1 .
$$

By (4) the outer term gives $Q/y-Q'=1-Q^2$. Their sum is $P^2-Q^2$. At fixed $S$, $\ln\rho=\ln S+2\ln L$, so a derivative in $\ln\rho$ is half of one in $\ln L$:

$$
u\equiv\left.\frac{\partial\ln R}{\partial\ln\rho}\right|_S=\frac{P^2-Q^2}{2B}. \tag{6}
$$

Suppose the resistances $R_i$, $i=1,\dots,N$, have independent relative errors of equal size $\sigma\ll1$. Their logarithms then have equal absolute errors, and the quantity to minimise is

$$
\sum_i(q_i-\ln S)^2,\qquad q_i=\ln R_i-\ln\frac{B_i(L)}{2\pi}.
$$

For given $L$ the minimum over $\ln S$ is the mean $\bar q$. This leaves the centred residuals $e_i=q_i-\bar q$. Since $d\ln B_i/d\ln L=2u_i$, their derivatives are $-s_i$, with $s_i=2(u_i-\bar u)$. A change $\delta$ of $\ln L$ turns the sum into $\sum(e_i-s_i\delta)^2$ to first order inside the bracket, and its minimum lies at

$$
\delta=\frac{\sum_i s_ie_i}{A},\qquad A=\sum_i s_i^2. \tag{7}
$$

The slope of the misfit along $\ln L$ is $-2\sum s_ie_i$, opposite in sign to $\delta$. A sufficiently short step in the direction of $\delta$ therefore lowers the misfit unless the slope is zero. This justifies capping and halving the step.

```
function terms(lnL):
    L = exp(lnL)
    P = i0e(a/L) / i1e(a/L)
    for each gap i:
        Q = k0e(b[i]/L) / k1e(b[i]/L)
        B = ln(b[i]/a) + L*P/a + L*Q/b[i]
        u[i] = (P*P - Q*Q) / (2*B)
        q[i] = ln(R[i]) - ln(B/(2*pi))
    return mean(q), q-mean(q), 2*(u-mean(u))

lnL = ln(smallest gap)
repeat at most 200 times:
    lnS, e, s = terms(lnL)
    step = clip(sum(s*e)/sum(s*s), -1, 1)
    if |step| < 1e-8:
        lnL = lnL + step
        lnS = first result of terms(lnL)
        return S = exp(lnS), rho = exp(lnS+2*lnL)
    old = sum(e*e)
    while |step| > 1e-8:
        if misfit at lnL+step <= old: leave loop
        step = step/2
    lnL = lnL + step
report failure
```

## Uncertainty

Let the logarithmic data errors be $\eta_i$, with variance $\sigma^2$. By (7) they shift $\ln L$ by $\delta_L=\sum s_i\eta_i/A$, whose variance is $\sigma^2/A$. With $m=2\bar u$,

$$
\delta\ln S=\bar\eta-m\,\delta_L,\qquad
\delta\ln\rho=\delta\ln S+2\delta_L=\bar\eta+(2-m)\,\delta_L .
$$

The covariance of $\bar\eta$ and $\delta_L$ is proportional to $\sum s_i$, which vanishes by centring. The variances add:

$$
\operatorname{var}\ln S=\sigma^2\!\left(\frac1N+\frac{m^2}{A}\right),\quad
\operatorname{var}\ln\rho=\sigma^2\!\left(\frac1N+\frac{(2-m)^2}{A}\right). \tag{8}
$$

The number $A$ measures how differently the gaps respond to the interface. Equal gaps give $A=0$ and no unique solution, however precise the data.

## Synthetic data and recovery

The example has $S=500$ Ω per square, $\rho=5\times10^{-7}$ Ω cm² $=50$ Ω µm² and $a=300$ µm. Hence

$$
L=\sqrt{50/500}=0.316\ \text{µm},\qquad a/L=949 .
$$

With the unscaled functions used here, the disc term fails for every $\rho$ below $S(a/709.78)^2=8.9\times10^{-7}$ Ω cm², so it cannot be evaluated even at the true answer.

The data came from a resistor network that contains no Bessel functions. The metal-covered layer is divided into rings of width about $L/200$, reaching at most $40L$ from each metal edge. Neighbouring rings are joined by layer resistances, and each ring is joined to the metal by its interface conductance. For $(a,b,L)=(3,5,2)$, $(20,30,1)$ and $(300,302,0.316)$ µm, the part of $R$ beyond the gap logarithm agreed with (1) within the tested relative tolerance of $5\times10^{-5}$. The derivative (6) agreed with network differences within $10^{-3}$.

For the 2 µm gap, (5) can be followed by hand. The logarithm is $\ln(302/300)=0.006645$, the linear contact term is $0.002101$, and $R=79.58\times0.008746=0.696$ Ω. About a quarter of this is contact resistance, and $u=0.120$. Some of the eight gaps are:

| $d$ (µm) | clean $R$ (Ω) | noisy $R$ (Ω) | $u$ |
|---:|---:|---:|---:|
| 2 | 0.6960 | 0.6960 | 0.120 |
| 8 | 2.2599 | 2.2558 | 0.037 |
| 16 | 4.2984 | 4.2898 | 0.019 |
| 32 | 8.2251 | 8.2471 | 0.010 |

In relative terms, the resistance responds most to $\rho$ at short gaps; at long ones it depends almost only on $S$. The fit separates the two parameters through these differences in $u$. At 32 µm, $B$ minus its form linear in $L$ is $1.027\times10^{-7}$, against $1.019\times10^{-7}$ from the quadratic term in (5). A direct fit of the linear form would therefore serve well here; the full formula also covers small discs.

The clean data returned $S=500.000$ Ω per square and $\rho=5.00003\times10^{-7}$ Ω cm². The excess of $6\times10^{-6}$ in $\rho$ is the network's discretisation error. In the flat limit, with ring width $h$ in units of $L$, an endless ladder with series resistance $h$ and shunt conductance $h$ has resistance $Z$ obeying $Z^2+hZ-1=0$. The half ring at the edge adds $h/2$, giving $\sqrt{1+h^2/4}\simeq1+h^2/8$ instead of 1. For $h=1/200$ this is $3\times10^{-6}$ in $L$, doubled in $\rho$.

With 0.2% noise, the first data set gave $S=499.9$ Ω per square and $\rho=4.996\times10^{-7}$ Ω cm². This closeness is luck. With $m=0.0848$ and $A=0.0382$, (8) predicts

$$
0.2\%\times\sqrt{\frac18+\frac{(2-0.0848)^2}{0.0382}}\approx2.0\%
$$

for the standard deviation of $\rho$, and 0.11% for $S$. The scatter of 1000 noisy fits was 1.9% and 0.11%. The noise in $\rho$ is thus about ten times that in a single resistance.

## Cost and stability

Each evaluation needs two scaled functions for the disc and two per gap, so time and memory grow as $N$. Without halving, an iteration costs two evaluations, one for the step and one for the trial. The clean fit took 6 iterations from the default start. Starts at $10^{-3}$, $10^{-2}$, $10^2$ and $10^3$ times the true $L$ took 11, 9, 9 and 11, and reached the same answer. The smallest start has $a/L$ near $10^6$, where unscaled functions are useless. A small disc, $a=3$ µm with $L=2$ µm, was also recovered within $10^{-3}$ in both parameters. These tests don't prove that arbitrary noisy data have a single minimum.

Two cancellations remain. At large ratios $P^2-Q^2\simeq L/a+L/b$ is a small difference of numbers near one. Its relative rounding error is of order $x$ times machine precision, a few times $10^{-13}$ here. It affects the step but not $B$. In $B$, the logarithm of a ratio near one amplifies rounding by a factor of order $a/d$, which for the 2 µm gap leaves a relative error near $10^{-14}$. Both losses are harmless here.

Failure is to be expected when the gaps are nearly equal, when all are so long that $u$ is negligible, or when $a,b\ll L$. In each case $A$ is small, so (8) should be reported with every fit. If noise or an offset pulls the apparent contact term to zero or below, the search can drift towards $L=0$; the data then give no positive estimate of $\rho$.

## Errors of the model

A small statistical error doesn't protect against a wrong model. For the first three effects below, the example was changed in one respect and the new noise-free data were fitted with (1), using the nominal dimensions. The last two effects are only estimated.

**Metal resistance.** Aluminium 1 µm thick, with rough resistivity $2.8\times10^{-6}$ Ω cm, has 0.028 Ω per square. If voltages are sensed at $a/2$ and $2b$, with radial current flow in the metal between each sensing radius and the gap, the added resistance is $0.028\times2\ln2/2\pi=0.0062$ Ω at every gap. The fit reads this as contact resistance, and $\rho$ rises by 7.5%.

**Gap width.** If each true gap is 50 nm wider than nominal, the logarithm in (5) grows by about $0.05/a$. The contact term is about $2L/a$, so the fit raises $L$ by about 0.025 µm, or 8%. The computed shift of $\rho$ is +16.4%.

**Layer under the metal.** Let the sheet resistance there be $S'$. The contact term is then proportional to $S'\sqrt{\rho/S'}=\sqrt{S'\rho}$, whereas the fit assumes $\sqrt{S\rho_{\rm fit}}$. At large ratios

$$
\rho_{\rm fit}\simeq\rho\,S'/S .
$$

**Layer thickness.** Near a straight edge, take the potential relative to the metal as $e^{-\kappa\xi}\cos\kappa z$, where $\xi$ is the distance under the metal and $z$ the height above an insulating bottom. At the top, $z=t$, the layer current $\kappa\sin(\kappa t)/(St)$ must equal the interface current $\cos(\kappa t)/\rho$. Hence $\kappa\tan\kappa t=St/\rho=t/L^2$. For small $\kappa t$ this gives $1/\kappa^2\simeq L^2+t^2/3$. With $t=30$ nm the squared decay length changes by 0.3%, which sizes the effect but omits crowding at the metal edge.

**Interface linearity.** At 10 mA the interface voltage at the disc edge is 0.84 mV, whatever the gap, against a thermal voltage of 25.9 mV at 300 K. An ohmic law is reasonable if the interface becomes nonlinear on the thermal scale or above.

The parameters represent, roughly, a silicide contact to a thin, heavily doped n-type silicon layer. With a rough mobility of 90 cm²/Vs, $S$ and $t$ imply $4.6\times10^{19}$ electrons per cm³. The chosen $\rho$ is high beside advanced transistor contacts, which lie near $10^{-8}$ Ω cm² or below; at that value and the same $S$, $L$ would be about 45 nm, comparable with $t$, and the thin-layer model would be doubtful. Among the effects estimated here, unequal $S$ can be the largest. A band bending of 0.6 V depletes about 4.1 nm in a sharp-edge estimate, so $S'/S=1.16$ and $\rho_{\rm fit}$ is 16% high. If silicide formation also consumes 10 nm of the 30 nm, with uniform conductivity in the rest, $S'/S=1.89$ and the error is 89%, counting injection through the top face only. The recessed silicide also touches the layer along a 10 nm sidewall. With the same $\rho$, its conductance per unit width, $10\,\text{nm}/\rho$, adds to the $L'/\rho$ of the covered layer, where $L'=\sqrt{\rho/S'}=0.23$ µm, and this would lower the error to about 73%. Gap data alone don't reveal this at large ratios, because $S'$ and $\rho$ enter as a product; $S'$ needs a separate measurement. The full set of values is in the numerical output.

## Table of computed values

```
input sheet resistance S = 500.0 ohm/sq
input interface resistivity rho = 5.000e-07 ohm cm2
disc radius a = 300.0 um, layer thickness = 30.0 nm
transfer length L = 0.31623 um, ratio a/L = 948.68
unscaled I0/I1 finite up to x = 709.78
unscaled K0/K1 finite up to x = 742.09
unscaled disc term fails for rho below 8.932e-07 ohm cm2
worst relative error of scaled quotients = 6.2e-16
at a and b = a + 2 um: I0/I1 = 1.00052746, K0/K1 = 0.99947685
gap 32 um: bracket minus linear form = 1.0270e-07
gap 32 um: quadratic term = 1.0193e-07
gap (um), clean R (ohm), noisy R (ohm), fitted R (ohm), share u
  2.0  0.69597  0.69597  0.69577  0.12013
  4.0  1.22068  1.22141  1.22039  0.06827
  6.0  1.74196  1.74101  1.74156  0.04768
  8.0  2.25985  2.25583  2.25935  0.03664
 12.0  3.28563  3.28264  3.28491  0.02504
 16.0  4.29835  4.28983  4.29743  0.01902
 24.0  6.28592  6.28668  6.28461  0.01285
 32.0  8.22506  8.24714  8.22336  0.00971
clean fit: S = 500.00000 ohm/sq, iterations = 6
clean fit: rho = 5.000031e-07 ohm cm2
start at 0.001 times true L: iterations = 11
start at 0.01 times true L: iterations = 9
start at 100 times true L: iterations = 9
start at 1000 times true L: iterations = 11
relative noise = 0.20 %
noisy fit: S = 499.899 ohm/sq, L = 0.31613 um
noisy fit: rho = 4.9959e-07 ohm cm2
mean slope m = 0.08483, slope spread A = 0.03825
predicted std: S 0.112 %, rho 1.960 %
scatter of 1000 fits: S 0.111 %, rho 1.918 %
metal resistivity = 2.8e-06 ohm cm, thickness = 1.0 um
metal sheet = 0.0280 ohm/sq, added R = 0.00618 ohm
rho shift from metal resistance = +7.50 %
rho shift from gap wider by 50 nm = +16.44 %
mobility = 90 cm2/Vs, electron density = 4.62e+19 cm-3
band bending = 0.6 V, depletion width = 4.10 nm
depletion: sheet ratio 1.1581, rho shift +15.82 %
silicon consumed = 10 nm, in addition to depletion
both: sheet ratio 1.8864, rho shift +88.64 %
squared decay length change from thickness = +0.300 %
current = 10 mA, disc-edge interface voltage = 0.839 mV
thermal voltage at 300 K = 25.85 mV
```
